# Coupling-constant scaling of the correlation energy and the adiabatic-connection integrand, part 1

(Sections cited here and not found follow in the second part.)

## 1. Result

In Hartree atomic units, let \(n_\gamma(\mathbf r)=\gamma^3 n(\gamma\mathbf r)\) be the uniformly scaled density, compressed for \(\gamma>1\) and expanded for \(\gamma<1\). For electrons with nonrelativistic kinetic energy and Coulomb repulsion multiplied by a coupling constant \(\lambda>0\), the correlation energy at fixed density obeys

\[
E_c^\lambda[n]=\lambda^2\,E_c[n_{1/\lambda}] . \tag{1}
\]

Wherever the derivative exists, the adiabatic-connection integrand \(W_\lambda=\langle V_{ee}\rangle_\lambda-U\) follows from the physical functional alone:

\[
W_\lambda[n]=\frac{d}{d\lambda}\Big(\lambda^2E_{xc}[n_{1/\lambda}]\Big)
=E_x[n]+2\lambda E_c[n_\gamma]-\frac{dE_c[n_\gamma]}{d\gamma}\bigg|_{\gamma=1/\lambda}. \tag{2}
\]

For a semilocal energy \(E[n]=\int f(n_\uparrow,n_\downarrow,\sigma_{\uparrow\uparrow},\sigma_{\uparrow\downarrow},\sigma_{\downarrow\downarrow})\,d^3r\), with \(\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}\), its contribution to the integrand is one quadrature on the unscaled grid,

\[
W_\lambda=\lambda^4\int d^3r\,\Big[5f-3\sum_s n_s f_{n_s}-8\sum_{s\le s'}\sigma_{ss'}f_{\sigma_{ss'}}\Big], \tag{3}
\]

where subscripts on \(f\) denote partial derivatives and every quantity inside the bracket, prefactors included, is taken at the scaled arguments \(n_s/\lambda^3\) and \(\sigma_{ss'}/\lambda^8\).

Equation (1) is a theorem about the exact functional. For an approximate functional, (2) is a definition: it assigns the approximation a curve \(W_\lambda\) whose integral from 0 to 1 returns the approximate \(E_{xc}\), and it says nothing about whether that curve is accurate.

## 2. Definitions and assumptions

The system has \(N\) electrons, \(\hat T=-\tfrac12\sum_i\nabla_i^2\) and \(\hat V_{ee}=\sum_{i<j}1/r_{ij}\). The density \(n\) integrates to \(N\) and has a finite noninteracting kinetic energy. The constrained-search functional at coupling \(\lambda\ge0\) is

\[
F_\lambda[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle , \tag{4}
\]

over normalised antisymmetric \(\Psi\) with density \(n\). A minimiser is assumed to exist and is written \(\Psi^\lambda[n]\); a superscript marks coupling and a subscript marks coordinate scaling. In the spin-density version the search runs over \(\Psi\to(n_\uparrow,n_\downarrow)\), both spin densities are scaled with the same \(\gamma\), and every step below is unchanged. No external potential enters (4), so \(v\)-representability is needed only where it is stated.

The remaining definitions are

\[
T_s=F_0,\qquad U=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',\qquad V^\lambda=\langle\Psi^\lambda|\hat V_{ee}|\Psi^\lambda\rangle,\qquad W_\lambda=V^\lambda-U,
\]
\[
E_x=\lim_{\lambda\to0^+}W_\lambda,\qquad E_c^\lambda=F_\lambda-T_s-\lambda(U+E_x),\qquad E_c=E_c^{1},\qquad E_{xc}=E_x+E_c. \tag{5}
\]

When the \(\lambda=0\) minimiser is a single Kohn–Sham determinant \(\Phi\) and \(\Psi^\lambda\to\Phi\), \(E_x=\langle\Phi|\hat V_{ee}|\Phi\rangle-U\), the Fock expression evaluated with Kohn–Sham orbitals. When several states minimise \(\hat T\), they can have different \(\langle\hat V_{ee}\rangle\), and the limit in (5) removes the ambiguity. The correlation part of the integrand is \(W_{c,\lambda}=W_\lambda-E_x\).

## 3. Scaling a wavefunction

For \(\gamma>0\) define \(\Psi_\gamma(\mathbf r_1,\dots,\mathbf r_N)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N)\), spin labels untouched. Every integral is done with the substitution \(\mathbf x_i=\gamma\mathbf r_i\), \(d^3r_i=\gamma^{-3}d^3x_i\); sums over spin are implied.

The norm is preserved because the prefactor \(\gamma^{3N}\) of \(|\Psi_\gamma|^2\) cancels the Jacobian \(\gamma^{-3N}\). For the density only \(N-1\) coordinates are integrated:

\[
N\int|\Psi_\gamma(\mathbf r,\mathbf r_2,\dots)|^2d^3r_2\cdots d^3r_N=\gamma^{3N}\gamma^{-3(N-1)}\,N\int|\Psi(\gamma\mathbf r,\mathbf x_2,\dots)|^2d^3x_2\cdots=\gamma^3n(\gamma\mathbf r).
\]

So \(\Psi\to n\) implies \(\Psi_\gamma\to n_\gamma\). The chain rule gives \(\nabla_{\mathbf r_i}=\gamma\nabla_{\mathbf x_i}\), and \(r_{ij}=x_{ij}/\gamma\) gives \(1/r_{ij}=\gamma/x_{ij}\). With the Jacobian cancelling as in the norm,

\[
T[\Psi_\gamma]=\gamma^2T[\Psi],\qquad V_{ee}[\Psi_\gamma]=\gamma V_{ee}[\Psi]. \tag{6}
\]

Antisymmetry survives because all coordinates are scaled alike, and \((\Psi_\gamma)_{1/\gamma}=\Psi\). The map is therefore a one-to-one correspondence between the set of \(\Psi\to n\) and the set of \(\Psi'\to n_\gamma\).

The Coulomb law enters the scaling of \(F_\lambda\) only through the second relation in (6); the same homogeneity of \(1/r\) is used again in Section 4 for the Hartree energy and for the potential. For a general pair interaction \(w(r)\) the substitution yields \(\langle\Psi|\sum w(x_{ij}/\gamma)|\Psi\rangle\), which is \(\gamma\) times the original only if \(w(x/\gamma)=\gamma w(x)\), that is, if \(w\) is homogeneous of degree \(-1\). A screened or range-separated interaction contains a length, scaling changes that length, and (1) fails unless the length is scaled as well (Section 8).

## 4. Proof of the scaling relation

Every trial function for \(n_\gamma\) is \(\Psi_\gamma\) for exactly one \(\Psi\to n\), so the search in (4) can be run over \(\Psi\). Using (6) and factoring out \(\gamma^2>0\), which does not move the minimum,

\[
F_\mu[n_\gamma]=\min_{\Psi\to n}\big(\gamma^2T[\Psi]+\mu\gamma V_{ee}[\Psi]\big)=\gamma^2\min_{\Psi\to n}\Big(T[\Psi]+\frac\mu\gamma V_{ee}[\Psi]\Big)=\gamma^2F_{\mu/\gamma}[n]. \tag{7}
\]

The minimisers correspond in the same way, \(\Psi^\mu[n_\gamma]=(\Psi^{\mu/\gamma}[n])_\gamma\). The identity between the energies would also hold with an infimum in place of the minimum.

Setting \(\mu=1\) and \(\gamma=1/\lambda\) in (7) and multiplying by \(\lambda^2\),

\[
F_\lambda[n]=\lambda^2F_1[n_{1/\lambda}]. \tag{8}
\]

Weak coupling at the given density is full coupling at a compressed density, where the kinetic energy has grown as \(\gamma^2\) and the repulsion only as \(\gamma\).

Setting \(\mu=0\) in (7) gives \(T_s[n_\gamma]=\gamma^2T_s[n]\). For the Hartree energy, the two factors \(\gamma^3\) cancel the two Jacobians and the kernel contributes \(\gamma\), so \(U[n_\gamma]=\gamma U[n]\). For exchange, the correspondence of minimisers and (6) give \(V^\mu[n_\gamma]=\gamma V^{\mu/\gamma}[n]\); subtracting \(U[n_\gamma]=\gamma U[n]\) gives \(W_\mu[n_\gamma]=\gamma W_{\mu/\gamma}[n]\), and \(\mu\to0^+\) gives \(E_x[n_\gamma]=\gamma E_x[n]\), in the degenerate case too.

With \(\gamma=1/\lambda\) these read \(T_s[n]=\lambda^2T_s[n_{1/\lambda}]\) and \(\lambda(U+E_x)[n]=\lambda\cdot\lambda\,(U+E_x)[n_{1/\lambda}]\). Inserting them and (8) into the definition (5),

\[
E_c^\lambda[n]=\lambda^2\big(F_1-T_s-U-E_x\big)[n_{1/\lambda}]=\lambda^2E_c[n_{1/\lambda}],
\]

which is (1). Adding \(\lambda E_x[n]=\lambda^2E_x[n_{1/\lambda}]\) gives the same law for exchange and correlation together, \(E_{xc}^\lambda[n]\equiv\lambda E_x+E_c^\lambda=\lambda^2E_{xc}[n_{1/\lambda}]\).

The potential that holds the density fixed scales accordingly. Suppose \(n_{1/\lambda}\) is the ground-state density of \(\hat T+\hat V_{ee}+\sum_iv(\mathbf x_i)\), with ground state \(\Xi(\mathbf x)\) and energy \(E\). Put \(\mathbf x=\lambda\mathbf r\) and \(\Psi=\Xi_\lambda\). As operators, \(\hat T_{\mathbf r}=\lambda^2\hat T_{\mathbf x}\) and \(\lambda\hat V_{ee,\mathbf r}=\lambda^2\hat V_{ee,\mathbf x}\), so multiplying the Schrödinger equation of \(\Xi\) by \(\lambda^2\) gives

\[
\Big[\hat T+\lambda\hat V_{ee}+\sum_i\lambda^2v(\lambda\mathbf r_i)\Big]\Psi=\lambda^2E\,\Psi .
\]

The scaling map is unitary and multiplies the whole spectrum by \(\lambda^2>0\), so \(\Psi\) is the ground state, and its density is \((n_{1/\lambda})_\lambda=n\). Up to a constant,

\[
v^\lambda[n](\mathbf r)=\lambda^2\,v^{1}[n_{1/\lambda}](\lambda\mathbf r). \tag{9}
\]

## 5. The coupling-constant derivative

Take \(0\le\lambda<\lambda'\). The function \(\Psi^\lambda\) yields \(n\) and is an allowed trial function at \(\lambda'\), so \(F_{\lambda'}\le T[\Psi^\lambda]+\lambda'V^\lambda=F_\lambda+(\lambda'-\lambda)V^\lambda\). Exchanging the roles, \(F_\lambda\le F_{\lambda'}-(\lambda'-\lambda)V^{\lambda'}\). Together,

\[
V^{\lambda'}\le\frac{F_{\lambda'}-F_\lambda}{\lambda'-\lambda}\le V^\lambda . \tag{10}
\]

Three facts follow. First, \(V^\lambda\) and \(W_\lambda\) are non-increasing in \(\lambda\); since \(0\le V^\lambda\le V^0\), the limit defining \(E_x\) exists, \(W_{c,\lambda}\le0\), and \(F_\lambda\) is continuous. Second, at any \(\lambda\) where \(V^\lambda\) is continuous the difference quotient is squeezed from both sides, so \(dF_\lambda/d\lambda=V^\lambda\); this is the Hellmann–Feynman theorem at fixed density. At a jump of \(V^\lambda\), which occurs when two minimisers with different repulsion cross, \(F_\lambda\) has a kink and only one-sided derivatives exist. Third, divide \([0,\lambda]\) into steps of width \(h\) and add (10) times \(h\) over the steps. The total \(F_\lambda-F_0\) lies between the right-point and left-point Riemann sums of \(V\), and these differ by \(h(V^0-V^\lambda)\to0\). Hence \(F_\lambda-T_s=\int_0^\lambda V^{\lambda'}d\lambda'\), and subtracting \(\lambda U\) or \(\lambda(U+E_x)\),

\[
E_{xc}^\lambda=\int_0^\lambda W_{\lambda'}\,d\lambda',\qquad E_c^\lambda=\int_0^\lambda W_{c,\lambda'}\,d\lambda'\le0 . \tag{11}
\]

Differentiating (11) gives \(W_\lambda=dE_{xc}^\lambda/d\lambda\), and \(E_{xc}^\lambda=\lambda^2E_{xc}[n_{1/\lambda}]\) turns this into the first form of (2). For the second form, the exchange part \(\lambda E_x\) differentiates to \(E_x\). In the correlation part, \(\gamma=1/\lambda\) has \(d\gamma/d\lambda=-1/\lambda^2\), so

\[
\frac{d}{d\lambda}\big(\lambda^2E_c[n_\gamma]\big)=2\lambda E_c[n_\gamma]+\lambda^2\Big(-\frac1{\lambda^2}\Big)\frac{dE_c[n_\gamma]}{d\gamma}=2\lambda E_c[n_\gamma]-\frac{dE_c[n_\gamma]}{d\gamma}.
\]

The factor \(\lambda^2\) cancels, and the derivative term carries a minus sign.

The kinetic part of the correlation energy is \(T_c^\lambda=T[\Psi^\lambda]-T_s\). From (5), \(E_c^\lambda=T_c^\lambda+\lambda(V^\lambda-U-E_x)=T_c^\lambda+\lambda W_{c,\lambda}\). At \(\lambda=1\), with \(W_{c,1}=2E_c-dE_c[n_\gamma]/d\gamma\),

\[
T_c=E_c-W_{c,1}=\frac{dE_c[n_\gamma]}{d\gamma}\bigg|_{\gamma=1}-E_c . \tag{12}
\]

For the exact functional \(T_c\ge0\), because \(T_s\) is the least kinetic energy compatible with \(n\).

## 6. The Görling–Levy limit

This section assumes that \(n\) is \(v\)-representable for \(\lambda\) near 0, that the Kohn–Sham ground state \(|0\rangle=\Phi\) is nondegenerate and separated by a gap from the excited states \(|k\rangle\) of \(\hat H_0=\hat T+\sum_iv_s(\mathbf r_i)\), and that the expansion in \(\lambda\) exists to the order used.

Write \(v^\lambda=v_s+\lambda v^{(1)}+\lambda^2v^{(2)}+\dots\). The ground-state density minimises \(F_\lambda[n]+\int v^\lambda n\) at fixed \(N\), so \(v^\lambda=-\delta F_\lambda/\delta n\) up to a constant. By (11), \(F_\lambda=T_s+\lambda(U+E_x)+E_c^\lambda\) with \(E_c^\lambda\) of higher than first order, because \(W_{c,\lambda}\to0\). The first-order potential is thus \(v^{(1)}=-(v_H+v_x)\), with \(v_H=\delta U/\delta n\) and \(v_x=\delta E_x/\delta n\). The Hamiltonian is \(\hat H_0+\lambda\hat H_1+\lambda^2\hat H_2+\dots\), with \(\hat H_1=\hat V_{ee}-\sum_i(v_H+v_x)(\mathbf r_i)\) and \(\hat H_2=\sum_iv^{(2)}(\mathbf r_i)\). Rayleigh–Schrödinger theory gives

\[
E_\lambda=E_0+\lambda\langle0|\hat H_1|0\rangle+\lambda^2\Big[\langle0|\hat H_2|0\rangle-\sum_{k\ne0}\frac{|\langle k|\hat H_1|0\rangle|^2}{E_k-E_0}\Big]+\dots
\]

Now \(F_\lambda=E_\lambda-\int v^\lambda n\). Since \(\Phi\) has density \(n\), each expectation value \(\langle0|\sum_iv^{(j)}|0\rangle\) equals \(\int v^{(j)}n\) and cancels against the subtraction; in particular the unknown \(v^{(2)}\) drops out. What remains is \(F_\lambda=T_s+\lambda(U+E_x)+\lambda^2E_c^{\rm GL2}+\dots\) with

\[
E_c^{\rm GL2}=-\sum_{k\ne0}\frac{\big|\langle k|\hat V_{ee}-\sum_i(v_H+v_x)(\mathbf r_i)|0\rangle\big|^2}{E_k-E_0}. \tag{13}
\]

Differentiating \(E_c^\lambda=\lambda^2E_c^{\rm GL2}+\dots\) twice gives the initial slope, and reading (1) backwards, \(E_c[n_\gamma]=\gamma^2E_c^{1/\gamma}[n]\), gives the high-density limit:

\[
\frac{dW_\lambda}{d\lambda}\bigg|_{0}=2E_c^{\rm GL2},\qquad\lim_{\gamma\to\infty}E_c[n_\gamma]=E_c^{\rm GL2}. \tag{14}
\]

More generally, if \(W_{c,\lambda}/\lambda\) has a limit, finite or infinite, as \(\lambda\to0^+\), then that limit is finite exactly when \(E_c[n_\gamma]\) stays bounded as \(\gamma\to\infty\). Without a gap the sum in (13) can diverge; the uniform gas, whose correlation energy grows logarithmically at high density, is such a case (Section 9).

## 7. Semilocal functionals

Let \(\tilde E[n]\) be any functional of the density with fixed parameters. Define \(\tilde E^\lambda=\lambda^2\tilde E[n_{1/\lambda}]\) and \(\tilde W_\lambda=d\tilde E^\lambda/d\lambda=2\lambda\tilde E[n_\gamma]-d\tilde E[n_\gamma]/d\gamma\). If \(\lambda^2\tilde E[n_{1/\lambda}]\to0\) as \(\lambda\to0\), which holds whenever \(\tilde E[n_\gamma]\) grows more slowly than \(\gamma^2\), then \(\int_0^1\tilde W_\lambda d\lambda=\tilde E[n]\) by the fundamental theorem of calculus. A term that depends on nuclear positions and not on \(n\) has no scaled counterpart, and the construction does not apply to it.

For the semilocal form, the gradient of the scaled density is \(\nabla n_\gamma(\mathbf r)=\gamma^4(\nabla n)(\gamma\mathbf r)\), three powers from the prefactor and one from the chain rule, so \(\sigma\) acquires \(\gamma^8\). Substituting \(\mathbf x=\gamma\mathbf r\),

\[
\tilde E[n_\gamma]=\gamma^{-3}\int d^3x\;f\big(\gamma^3n_s(\mathbf x),\gamma^8\sigma_{ss'}(\mathbf x)\big). \tag{15}
\]

The grid, weights and density values are those of the unscaled system; only the arguments passed to the functional change. Call the scaled arguments \(\bar n_s=\gamma^3n_s\) and \(\bar\sigma=\gamma^8\sigma\). Then \(d\bar n_s/d\gamma=3\bar n_s/\gamma\), \(d\bar\sigma/d\gamma=8\bar\sigma/\gamma\) and \(d\gamma^{-3}/d\gamma=-3\gamma^{-4}\), so

\[
\frac{d\tilde E[n_\gamma]}{d\gamma}=\gamma^{-4}\int d^3x\Big[-3f+3\sum_s\bar n_sf_{n_s}+8\sum_{s\le s'}\bar\sigma_{ss'}f_{\sigma_{ss'}}\Big]. \tag{16}
\]

At \(\gamma=1/\lambda\), the term \(2\lambda\tilde E\) is \(2\lambda^4\int f\); subtracting (16) turns \(2f+3f\) into \(5f\) and reverses the other signs, which is (3). The ingredients are the energy density and first derivatives of \(f\), the same quantities from which the Kohn–Sham energy and potential of a semilocal functional are built. If the routine returns the energy per particle \(\varepsilon\), then \(f=(\bar n_\uparrow+\bar n_\downarrow)\varepsilon\) with the scaled density. The sum over \(s\le s'\) has three terms, the mixed invariant \(\sigma_{\uparrow\downarrow}\) counted once. For a meta-GGA, orbitals scale as \(\gamma^{3/2}\phi(\gamma\mathbf r)\), so \(\tau=\tfrac12\sum|\nabla\phi|^2\) acquires \(\gamma^{3+2}\), and the bracket of (3) gains \(-5\sum_s\bar\tau_sf_{\tau_s}\); the program does not test this term. A density cutoff inside a functional routine is a fixed scale that breaks (15) where the scaled density crosses it, which matters most for \(\lambda>1\), where the arguments shrink.

PBE exchange has \(f_x\propto n^{4/3}F_x(s)\) for each doubled spin density, with \(s\propto|\nabla n|/n^{4/3}\). Under scaling \(s\) is multiplied by \(\gamma^4/\gamma^4=1\), so \(f_x(\bar n,\bar\sigma)=\gamma^4f_x(n,\sigma)\). Differentiating this at fixed \(n,\sigma\) gives \(3\sum\bar nf_n+8\sum\bar\sigma f_\sigma=4f_x\). The bracket in (3) is then \(f_x(\bar n,\bar\sigma)=\lambda^{-4}f_x(n,\sigma)\), and \(W_\lambda=E_x^{\rm PBE}\) for all \(\lambda\). An implementation of (3) has to return this constant.

For the unpolarised uniform gas, \(r_s=(3/4\pi n)^{1/3}\) becomes \(r_s/\gamma=\lambda r_s\) and the particle number is unchanged, so per electron

\[
w_{c,\lambda}(r_s)=\frac{d}{d\lambda}\big[\lambda^2\varepsilon_c(\lambda r_s)\big],\qquad w_{c,1}=2\varepsilon_c+r_s\varepsilon_c',\qquad t_c=\varepsilon_c-w_{c,1}=-\frac{d(r_s\varepsilon_c)}{dr_s}.
\]

With the PW92 parametrisation at \(r_s=2\) bohr, \(\varepsilon_c=-0.044759\) and \(w_{c,1}=-0.069319\) hartree per electron, so \(t_c=-0.044759+0.069319=0.024560\) hartree per electron. The program obtains \(w_{c,1}\) from (16) and from a finite difference in \(r_s\), and asserts agreement to \(10^{-7}\) hartree.

## 8. Hybrids and range separation

The Fock exchange of a determinant scales linearly by (6) and \(U[n_\gamma]=\gamma U\), when all orbitals are scaled. A global hybrid is linear in its parts, so PBE0 has

\[
W_\lambda^{\rm PBE0}=\tfrac14E_x^{\rm exact}+\tfrac34E_x^{\rm PBE}+W_{c,\lambda}^{\rm PBE}. \tag{17}
\]

The mixed exchange is independent of \(\lambda\), and \(W_0^{\rm PBE0}\) is the mixture, not the exact exchange energy. If the orbitals come from a nonlocal generalised Kohn–Sham equation, (17) describes the path along the scaled determinant, which differs from the Kohn–Sham determinant of Section 2.

For long-range exchange with kernel \(\operatorname{erf}(\omega r)/r\), the substitution \(r=x/\gamma\) gives \(\gamma\operatorname{erf}(\omega x/\gamma)/x\), hence

\[
E_x^{\omega}[n_\gamma]=\gamma E_x^{\omega/\gamma}[n],\qquad\lambda^2E_x^\omega[n_{1/\lambda}]=\lambda E_x^{\lambda\omega}[n],\qquad W^{x}_\lambda=E_x^{\lambda\omega}+\lambda\omega\,\frac{\partial E_x^{\omega'}}{\partial\omega'}\bigg|_{\omega'=\lambda\omega}. \tag{18}
\]

The first form of (2) must be applied to such a term; the second form, which assumes linear scaling of exchange, does not hold for it. The kernel is bounded by \(2\omega'/\sqrt\pi\) and vanishes as \(\omega'\to0\), so the long-range term contributes nothing at \(\lambda=0\). A functional with fixed \(\omega\) that pairs exact long-range exchange with semilocal short-range exchange therefore starts its curve at the \(\omega\to0\) value of its semilocal part.

We have proved the scaling relation (1) for the exact functional and derived the integrand (2), its semilocal form (3), and the corresponding rules for hybrids and range-separated exchange. What remains is the weak-coupling behaviour of LDA and PBE, and the numerical examples for Hooke's atom and NO.

Numerical values quoted here were computed with a short program.
